# Thermal Buckling Strain of a Clamped Circular Nanowire

A gold wire of radius 50 nm is clamped across a trench in silicon 5000 nm wide, and the whole device is warmed. With rough values for the expansion coefficients, the model below says that the wire stays straight until it has been warmed by about 85 K and then bows sideways. At that point its free length exceeds the trench width by less than 0.1 %. For a trench of 10,000 nm and the same radius, 21 K is enough. Gold's stiffness plays no part in either figure. The theorem explains why.

## Setting and theorem

The wire is straight when unloaded, with a uniform circular cross-section of radius $R$, area $A$ and second moment of area $I=\int y^2\,dA$. One Young modulus $E$ governs both stretching and bending. Rigid clamps a distance $L$ apart fix the position and direction of each end.

Let $L_f$ be the length the heated wire would have if it were free. The compressive thermal strain, counted positive, is

$$\varepsilon=\frac{L_f-L}{L}.$$

If wire and support had equal lengths $L_0$ at the reference temperature, and both are warmed by $\Delta T$, then $L_f=L_0(1+\alpha_w\Delta T)$ and $L=L_0(1+\alpha_s\Delta T)$, so

$$\varepsilon=\frac{(\alpha_w-\alpha_s)\Delta T}{1+\alpha_s\Delta T}\approx(\alpha_w-\alpha_s)\Delta T .$$

Heating therefore compresses the wire if it expands more than its support; in the opposite case cooling does. The reference temperature is the one at which the clamps exert no net axial force on the wire. This choice matters for nanowires, as Remark 3 shows.

The wire is slender ($R\ll L$), so shear is neglected. It is elastic, and its bending moment is $EI$ times the rotation per unit unloaded length.

**Theorem.** Under these assumptions the straight wire is stable for $\varepsilon<\varepsilon_c$ and unstable for $\varepsilon>\varepsilon_c$, where

$$\varepsilon_c=\frac{\pi^2R^2}{L^2}.$$

Stability here means that every small sideways deflection raises the elastic energy at second order.

## Lemma 1: the energy of a small deflection

**Lemma 1.** Let $w(x)$ be a small deflection with $w=w'=0$ at $x=0$ and $x=L$. To second order in $w$, the least energy change it causes is

$$\Delta U=\frac{1}{2(1+\varepsilon)}\int_0^L\left(EI\,w''^2-EA\,\varepsilon\,w'^2\right)dx .$$

*Proof.* A piece $dx$ of the deflected wire has length $\sqrt{1+w'^2}\,dx\approx(1+\tfrac12w'^2)\,dx$. The total length is thus $\ell=L+s$, with $s=\tfrac12\int_0^L w'^2dx$. For a given $\ell$, the stretching energy is least when the stretch is uniform, and it is then

$$U_s=\frac{EA}{2L_f}(\ell-L_f)^2=\frac{EA}{2L_f}\left[(L_f-L)^2-2(L_f-L)s+s^2\right].$$

The first term is the energy of the straight wire. The last is of fourth order in $w$ and is dropped. The middle term is $-Ps$, where

$$P=EA\,\frac{L_f-L}{L_f}=\frac{EA\,\varepsilon}{1+\varepsilon}$$

is the compressive force in the straight wire, because $L_f=(1+\varepsilon)L$. Deflection lets the wire lengthen, and so releases compression energy.

Bending costs energy. With $S$ the unloaded length along the wire and $\theta\approx w'$ its angle, this energy is $\tfrac12EI\int(d\theta/dS)^2dS$. In the straight state $dS=(1+\varepsilon)\,dx$, so $d\theta/dS=w''/(1+\varepsilon)$ and

$$U_b=\frac{EI}{2}\int_0^L\frac{w''^2}{(1+\varepsilon)^2}(1+\varepsilon)\,dx=\frac{EI}{2(1+\varepsilon)}\int_0^Lw''^2dx .$$

Adding $U_b$ and $-Ps$ gives the result. $\square$

The factor $1/(1+\varepsilon)$ is common to both terms and cannot affect the sign of $\Delta U$. It is convenient to write

$$k^2=\frac{A\,\varepsilon}{I},$$

so that the sign is that of $\int(w''^2-k^2w'^2)\,dx$.

## Lemma 2: the bent equilibrium shapes

**Lemma 2.** The smallest positive $k$ for which a slightly bent clamped wire can be in equilibrium is $k=2\pi/L$. The shape is $w=a\,[1-\cos(2\pi x/L)]$.

*Proof.* In equilibrium the energy has no first-order change when $w$ is altered by any small $\eta$ that obeys the clamp conditions:

$$\int_0^L(w''\eta''-k^2w'\eta')\,dx=0 .$$

Integrate the first term by parts twice and the second once. The boundary terms vanish because $\eta=\eta'=0$ at both ends, leaving $\int(w''''+k^2w'')\,\eta\,dx=0$. Since $\eta$ is otherwise arbitrary,

$$w''''+k^2w''=0 .$$

This says that $w''$ is a combination of $\cos kx$ and $\sin kx$. Two integrations give

$$w=a+bx+c\cos kx+d\sin kx .$$

At $x=0$ the clamp demands $a+c=0$ and $b+kd=0$. Put $a=-c$, $b=-kd$ and $q=kL$ into the conditions at $x=L$, dividing the slope condition by $k$:

$$c(\cos q-1)+d(\sin q-q)=0,$$

$$-c\sin q+d(\cos q-1)=0 .$$

A nonzero solution requires a zero determinant:

$$(\cos q-1)^2+\sin q(\sin q-q)=2-2\cos q-q\sin q=0 .$$

With $u=q/2$, use $1-\cos q=2\sin^2u$ and $\sin q=2\sin u\cos u$:

$$4\sin u\,(\sin u-u\cos u)=0 .$$

For $0<u<\pi$ the first factor is positive. The second is zero at $u=0$ and has derivative $u\sin u>0$, so it is positive too. The first root is therefore $u=\pi$, or $kL=2\pi$. There $\cos q=1$ and $\sin q=0$, and the first clamp equation becomes $-2\pi d=0$. Hence $d=0$, $b=0$ and $c=-a$, which is the stated shape. $\square$

Numerical evaluation of the full four-by-four clamp determinant puts its first two positive roots at $kL=6.2832$ and $8.9868$. Since $\varepsilon\propto k^2$, the second bent shape needs $(8.9868/6.2832)^2\approx2.05$ times the strain of the first.

## Lemma 3: why the wire is stable before that

An equilibrium shape shows where the straight wire may lose stability. It remains to show that no other deflection lowers the energy earlier.

**Lemma 3.** For every clamped deflection,

$$\int_0^Lw''^2dx\ \ge\ \frac{4\pi^2}{L^2}\int_0^Lw'^2dx .$$

*Proof.* Let $\theta=w'$. The clamps give $\theta(0)=\theta(L)=0$, and $\int_0^L\theta\,dx=w(L)-w(0)=0$. With no mean value, $\theta$ has the Fourier series

$$\theta=\sum_{n\ge1}\left(a_n\cos k_nx+b_n\sin k_nx\right),\qquad k_n=\frac{2\pi n}{L}.$$

The Fourier coefficients of $\theta'$ follow by parts. The boundary terms vanish with $\theta$, so the cosine coefficient is $k_nb_n$ and the sine coefficient is $-k_na_n$. The mean of $\theta'$ is zero as well. The integral of a square is $L/2$ times the sum of the squared coefficients, hence

$$\int_0^L\theta'^2dx=\frac L2\sum_{n\ge1}k_n^2(a_n^2+b_n^2)\ \ge\ k_1^2\,\frac L2\sum_{n\ge1}(a_n^2+b_n^2)=\frac{4\pi^2}{L^2}\int_0^L\theta^2dx .\qquad\square$$

## Proof of the theorem

By Lemma 3,

$$\int_0^L(w''^2-k^2w'^2)\,dx\ \ge\ \left(\frac{4\pi^2}{L^2}-k^2\right)\int_0^Lw'^2dx .$$

If $k^2<4\pi^2/L^2$, which includes every negative $\varepsilon$, the right side is positive for every nonzero clamped deflection, and the straight wire is stable. If $k>2\pi/L$, take the shape of Lemma 2. Its slope is proportional to $\sin(2\pi x/L)$, for which the inequality is an equality. The right side is now negative, so the straight wire is unstable. The threshold is $k^2=4\pi^2/L^2$, or

$$\varepsilon_c=\frac{4\pi^2}{L^2}\,\frac IA .$$

For a circle, with $y=r\sin\varphi$,

$$I=\int_0^{2\pi}\sin^2\varphi\,d\varphi\int_0^Rr^3\,dr=\pi\cdot\frac{R^4}{4},\qquad A=\pi R^2,\qquad\frac IA=\frac{R^2}{4}.$$

Therefore $\varepsilon_c=(4\pi^2/L^2)(R^2/4)=\pi^2R^2/L^2$. $\blacksquare$

The modulus cancels because it multiplies both the compression energy released and the bending energy spent. A stiffer wire resists bending more strongly, but blocked expansion also loads it more strongly.

The result was tested without the beam equation. A chain of extensible segments joined by bending springs was held between clamps, and the strain at which its straight state became unstable was found from its nonlinear energy. For $R/L=0.03$, extrapolation from 20 and 40 segments gave $8.8826\times10^{-3}$. The formula gives the same five digits. Had the strain been referred to $L_f$ instead of $L$, the threshold would have been 0.9 % lower, so the test does distinguish the two definitions.

## The gold wire in numbers

The rough material values are $E=78$ GPa, $\alpha_w=14.2\times10^{-6}$ /K for gold and $\alpha_s=2.6\times10^{-6}$ /K for silicon. With $R/L=50/5000=0.01$,

$$\varepsilon_c=\pi^2(0.01)^2=9.87\times10^{-4},$$

$$\Delta T_c=\frac{9.87\times10^{-4}}{(14.2-2.6)\times10^{-6}\ \text{/K}}\approx85\ \text{K}.$$

The modulus returns when the force is wanted. To leading order in strain, the stress is $E\varepsilon_c\approx77$ MPa. Multiplied by the area of 7854 nm², it gives a force of about 600 nN.

At fixed radius and fixed materials, the temperature rise varies as $1/L^2$. It is about 240 K for $L=3000$ nm and 21 K for $L=10{,}000$ nm. Short wires may yield before they buckle. Yielding comes first if $E\pi^2R^2/L^2$ exceeds the yield stress $\sigma_y$, that is, if

$$\frac LR<\pi\sqrt{\frac E{\sigma_y}} .$$

With a rough $\sigma_y=300$ MPa the limit is $L\approx51R$, or about 2500 nm here. The 5000 nm wire buckles at 0.26 of this yield stress. These figures count only the stress from blocked expansion. An isotropic surface stress of 1.5 N/m (Remark 3) also compresses the core, by about 60 MPa along the axis and 30 MPa across it; the von Mises stress at buckling is then about 0.36 of $\sigma_y$ and the limit moves to about $53R$.

## Remarks on the assumptions

**Remark 1 (hinged ends).** If the ends are held in place but free to turn, the conditions are $w=w''=0$. At $x=0$ they give $c=0$ and $a=0$. At $x=L$ they give $d\sin kL=0$ and then $b=0$. The first bent equilibrium is $w=d\sin(\pi x/L)$ with $kL=\pi$, and the threshold falls to a quarter:

$$\varepsilon_c^{\text{hinged}}=\frac{\pi^2R^2}{4L^2}.$$

The example wire would then buckle after about 21 K. The quality of the clamps therefore matters.

**Remark 2 (clamps that give a little).** Suppose each clamp turns as if the wire continued for a short length $h$ inside it, so that $\theta(0)=h\,\theta'(0)$, and likewise at the other end. The first mode has $\theta\propto\sin k(x-L/2)$, and the condition becomes $\tan(kL/2)=-kh$. Near $kL/2=\pi$ this gives $kL/2\approx\pi-kh$, or $k(L+2h)\approx2\pi$. The buckling force falls by the fraction $4h/L$ to first order. A numerical beam with $h=0.01L$ showed a drop of 3.9 %, against the estimate of 4 %.

The same give relieves some of the compression: if the extra length $2h$ shortens along with the wire, a given force needs a strain larger by the fraction $2h/L$. Taking $h\approx R$, an estimate of how deep the supports deform, the two effects are $-4$ % and $+2$ % in the example. They partly cancel. The depths for turning and for shortening need not be equal, so the sign of the small remainder is uncertain. For a flat wire end bearing on an elastic half-space of silicon, for instance, they are about $0.26R$ and $0.7R$, and the two effects become $-1.1$ % and $+1.4$ %.

**Remark 3 (surface stress).** Let the surface carry a constant axial surface stress $\tau$. Around a circular section, the lengthening on one side of a bend cancels the shortening on the other. The surface therefore acts as a constant tension $T=2\pi R\tau$ along the axis, with energy $T\ell$. This adds $\tfrac12T\int w'^2dx$ to $\Delta U$, and the threshold condition becomes

$$\frac{EA\,\varepsilon-4\pi^2EI/L^2}{1+\varepsilon}=T,\qquad\text{so}\qquad\varepsilon=\varepsilon_c+\frac{T}{EA}(1+\varepsilon).$$

In the chain with $R/L=0.03$ and $T/EA=0.002$, the shift was 1.011 times $T/EA$, which agrees with the factor $1+\varepsilon$.

If $\varepsilon$ is counted from the state of zero net force, this tension is already balanced and the theorem applies to leading order in strain. If the wire was instead clamped with an unstressed core, the threshold rises by

$$\frac{T}{EA}=\frac{2\tau}{ER}\approx7.7\times10^{-4}$$

for a rough $\tau=1.5$ N/m. That is about 0.8 of $\varepsilon_c$, and the required warming grows from 85 K to about 150 K. This counts axial surface stress alone. A surface that pulls equally hard around the circumference also squeezes the core, which lengthens the wire through Poisson's ratio $\nu$. For a wire clamped at its unstressed length, the shift is then smaller by the factor $1-\nu$: about 38 K instead of 66 K with a rough $\nu=0.42$ for gold. Unlike $\varepsilon_c$, this shift depends on the axial modulus, which in single-crystal gold varies with direction: for the same $\tau$ it ranges from about 27 K for a $\langle111\rangle$ wire to about 66 K for a $\langle100\rangle$ wire.

**Remark 4 (initial bow).** Let the unloaded wire have the shape $w_0=a_0[1-\cos(2\pi x/L)]$. Bending energy is then stored in $w-w_0$, and for small strain equilibrium reads $EI(w-w_0)''''+Pw''=0$. Insert $w=a[1-\cos(2\pi x/L)]$ and write $P_c=4\pi^2EI/L^2$. The result is $P_c(a-a_0)=Pa$, or

$$a=\frac{a_0}{1-P/P_c}.$$

The bow grows from the start of heating and has doubled at half the critical force. Such a wire has no sharp threshold.

To relate the force to the strain, note that the growing bow lengthens the wire by $\tfrac12\int(w'^2-w_0'^2)\,dx=\pi^2(a^2-a_0^2)/L$, which relieves part of the compression. To leading order

$$\frac P{P_c}=\frac{\varepsilon}{\varepsilon_c}-\frac{a^2-a_0^2}{R^2}.$$

At $\varepsilon=\varepsilon_c$ the two relations give $a_0/a=(a^2-a_0^2)/R^2$. The deflection is then large compared with $a_0$ only if $a_0\ll R$. In that case $\varepsilon_c$ still marks the strain region of rapid growth; for a bow comparable with $R$ the growth is gradual throughout.

## The model beside a real device

A gold wire 100 nm across and a few micrometres long is a realistic size, and the material values used are rough but typical. One assumption that needs particular care is that of a known force-free temperature. Surface stress alone can move the threshold by tens of kelvin in this example, and stress left by fabrication shifts it in the same manner, upward if tensile and downward if compressive. Soft clamps can matter as much, as Remark 1 shows. Three further neglected effects are much smaller. A change of the expansion mismatch by $5\times10^{-9}$ /K per kelvin, taken as a rough upper size, alters the temperature rise by 1.8 %. Shear lowers the buckling force by 0.3 % for isotropic gold, and by up to about 0.7 % for a single-crystal $\langle111\rangle$ wire. The growth of the radius on heating raises the critical strain by 0.2 %, or by about 0.3 % once Poisson swelling and the growth of the trench are included. The formula thus gives a sound estimate of the strain added after the force-free state, provided that the wire is nearly straight, firmly clamped and below its yield stress. It does not by itself give the temperature at which a particular device will buckle. The remaining figures are in the numerical output below.

## Numbers as computed

```
TESTS
First determinant root kL: 6.283185 (2 pi = 6.283185)
Second determinant root kL: 8.9868
Chain test, R/L: 0.030
Chain threshold strain: 8.882582e-03
Formula threshold strain: 8.882644e-03
Threshold ratio on halving R: 4.0000
Tension shift / (T/EA): 1.0110
Hinged load / clamped load: 0.2500
Load drop, clamp give 0.01 L per end: 3.88 %
EXAMPLE INPUTS (material values rough)
Radius R: 50 nm
Length L: 5000 nm
Young modulus E: 78 GPa
Shear modulus G: 27 GPa
Shear factor: 0.9
Expansion of gold: 14.2 1e-6/K
Expansion of silicon: 2.6 1e-6/K
Expansion mismatch: 11.6 1e-6/K
Surface stress: 1.5 N/m
Slope of expansion mismatch, upper size: 5.0e-09 1/K^2
Nanowire yield stress: 300 MPa
EXAMPLE RESULTS
R/L: 0.0100
Section area A: 7854.0 nm^2
Second moment I: 4.9087e+06 nm^4
Critical strain: 9.8696e-04 = 0.0987 %
Critical temperature rise: 85.1 K
Critical force: 604.6 nN
Critical compressive stress: 77.0 MPa
L = 3000 nm: strain 2.7416e-03, rise 236.3 K
L = 10000 nm: strain 2.4674e-04, rise 21.3 K
NEGLECTED EFFECTS
Surface-stress strain offset: 7.692e-04
Surface-stress temperature offset: 66.3 K
Threshold rise from unstressed core: 151.4 K
Clamp give of depth R, load drop: 4.0 %
Clamp give of depth R, extra strain needed: 2.0 %
Shear, load drop: 0.32 %
Varying expansion, change of rise: 1.8 %
Radius growth, change of strain: 0.24 %
Critical stress / yield stress: 0.26
```
